# Floating Potential and Gate-Charging Polarity under a Nonuniform Plasma Potential

A wafer can receive a uniform ion flux from a plasma of uniform electron temperature and still suffer gate-oxide damage. If the plasma potential varies across the wafer, different parts call for different floating potentials, and a conducting wafer can adopt one value. The mismatch appears across thin oxides. Placing the wafer at the value suited to the mean plasma potential puts the boundary between positive and negative charging in the wrong place: in the example below, a site at the mean potential receives a net positive current equal to 37% of the ion current. The correct reference is an exponential average, because electron current depends exponentially on potential.

## Currents to the surface

Let \(V_p(\mathbf r)\) be the plasma potential at the sheath edge above point \(\mathbf r\), with the wafer present. Let \(T_e\) be the electron temperature in volts, so that the thermal energy is \(eT_e\). The sheath is thin compared with the distance over which \(V_p\) varies and is treated as locally planar. Current into the surface is positive when it carries positive charge.

A surface at potential \(V<V_p\) repels electrons. Electrons of mass \(m\) reach it if their normal velocity exceeds \(v_0=\sqrt{2e(V_p-V)/m}\). For a Maxwellian of density \(n_s\) at the sheath edge, the magnitude of their current density is
\[
J_e=en_s\sqrt{\frac{m}{2\pi eT_e}}\int_{v_0}^{\infty}v\,e^{-mv^2/(2eT_e)}\,dv .
\tag{1}
\]
The integral equals \((eT_e/m)\,e^{-mv_0^2/(2eT_e)}\), hence
\[
J_e=J_{e0}\,e^{(V-V_p)/T_e},\qquad
J_{e0}=en_s\sqrt{\frac{eT_e}{2\pi m}} .
\tag{2}
\]
Cold ions of mass \(M\) enter a collisionless sheath at the Bohm speed, so \(J_i=en_s\sqrt{eT_e/M}\). The ratio of the two currents defines
\[
\Lambda=\ln\frac{J_{e0}}{J_i}=\frac12\ln\frac{M}{2\pi m}.
\tag{3}
\]
For argon \(\Lambda=4.68\).

Uniform \(J_i\) and \(T_e\) imply uniform \(n_s\). In an unmagnetized plasma with Boltzmann electrons, uniform density would also mean uniform \(V_p\). The situation considered here therefore needs another lateral force on the electrons, such as that of a magnetic field. Here \(V_p\) is given, not calculated from the discharge.

## The exponential average

Let the wafer be an equipotential at \(V_w\), with no net dc current to an external circuit. Angle brackets denote an average over its collecting area; insulated areas do not count. Zero total current requires
\[
0=J_i-J_{e0}\left\langle e^{(V_w-V_p)/T_e}\right\rangle .
\tag{4}
\]
Since \(V_w\) is constant, its exponential leaves the average. Dividing by \(J_i\) gives
\[
1=e^{\Lambda+V_w/T_e}\left\langle e^{-V_p/T_e}\right\rangle .
\tag{5}
\]
Taking the logarithm and solving for \(V_w\),
\[
V_w=V^*-\Lambda T_e,\qquad
V^*=-T_e\ln\left\langle e^{-V_p/T_e}\right\rangle .
\tag{6}
\]

The net current density at one point is \(J_i-J_e\). By (6), \(\Lambda+V_w/T_e=V^*/T_e\), and therefore
\[
J_{\rm net}(\mathbf r)=J_i\left[1-e^{(V^*-V_p(\mathbf r))/T_e}\right].
\tag{7}
\]

Consider a small isolated gate on thin oxide, initially at the wafer potential and with the same surface work function. It receives the current (7). It charges positive relative to the wafer where \(V_p>V^*\), negative where \(V_p<V^*\), and stays uncharged where they are equal. A uniform factor multiplying \(J_{e0}\) changes \(\Lambda\) and \(V_w\), but cancels from (7).

## Where the average lies

The function \(e^{-V/T_e}\) is convex, so its average is at least its value at the mean potential. It is also no larger than its value at the minimum potential. Taking \(-T_e\ln\) reverses both inequalities:
\[
V_{p,\min}\le V^*\le\langle V_p\rangle .
\tag{8}
\]
Low-potential regions carry extra weight because they admit more electrons.

For small variations, write \(V_p=\langle V_p\rangle+\delta\), with \(\langle\delta\rangle=0\). Then
\[
\left\langle e^{-\delta/T_e}\right\rangle
=1+\frac{\langle\delta^2\rangle}{2T_e^2}+O(\delta^3/T_e^3).
\]
Since \(\ln(1+u)=u+O(u^2)\),
\[
V^*=\langle V_p\rangle-\frac{\langle\delta^2\rangle}{2T_e}
+O(\delta^3/T_e^2).
\tag{9}
\]
The arithmetic mean is recovered when the variation is much smaller than \(T_e\).

Equation (2) holds while electrons are repelled. The condition \(V_w<V_{p,\min}\) becomes
\[
V^*-V_{p,\min}<\Lambda T_e .
\tag{10}
\]
If a fraction \(f\) of the area lies at the minimum, the average in (6) is at least \(fe^{-V_{p,\min}/T_e}\), so \(V^*-V_{p,\min}\le T_e\ln(1/f)\). Thus \(f>e^{-\Lambda}\), about 1/108 for argon, is sufficient for (10).

A small, deep well shows the failure. Let a fraction \(f<e^{-\Lambda}\) lie so low that its electron current saturates at \(J_{e0}\), while the rest is at \(V_h\). Ions are repelled from the well once \(V_w\) exceeds its plasma potential by more than \(T_e/2\). They carry only a fraction \(f\) of the ion current, under 1% for argon, and this loss is neglected, which is safe unless \(fe^\Lambda\) is close to 1. Current balance is then
\[
1=fe^\Lambda+(1-f)e^{\Lambda+(V_w-V_h)/T_e},
\]
which gives
\[
V_w=V_h-\Lambda T_e+T_e\ln\frac{1-fe^\Lambda}{1-f}.
\tag{11}
\]
Deepening the well no longer changes \(V_w\), whereas (6) would lower it without limit.

## Charging of an isolated gate

Let \(V_g\) be the gate potential relative to the wafer, \(C\) the oxide capacitance per area, and \(A\) the antenna ratio, meaning plasma-collecting area divided by gate-oxide area. Define \(\Delta=V_p-V^*\) at the gate. Nearby exposed surfaces are assumed to charge with the gate over a width larger than the sheath thickness, so that the sheath stays planar. Raising the surface by \(V_g\) multiplies the electron current in (7) by \(e^{V_g/T_e}\), so without oxide leakage
\[
C\frac{dV_g}{dt}=AJ_i\left[1-e^{(V_g-\Delta)/T_e}\right].
\tag{12}
\]
Set \(y=e^{(\Delta-V_g)/T_e}\) and \(\tau=CT_e/(AJ_i)\). Then
\[
\frac{dy}{dt}=-\frac{y}{T_e}\frac{dV_g}{dt}
=-\frac{y}{\tau}\left(1-\frac1y\right)=-\frac{y-1}{\tau}.
\]
With \(V_g(0)=0\), the initial value is \(y(0)=e^{\Delta/T_e}\). Solving for \(y\) and returning to \(V_g\),
\[
V_g(t)=\Delta-T_e\ln\left[1+\left(e^{\Delta/T_e}-1\right)e^{-t/\tau}\right].
\tag{13}
\]
The final voltage is \(\Delta\), independent of \(A\) and \(J_i\); these set the charging time. At half the final voltage \(y=e^{\Delta/(2T_e)}\), and factoring \(e^{\Delta/T_e}-1\) as a difference of squares gives
\[
t_{1/2}=\tau\ln\left(1+e^{\Delta/(2T_e)}\right).
\tag{14}
\]
For equal \(|\Delta|\), negative charging is faster because the electron current can exceed \(J_i\), whereas the net positive current cannot.

## A linear potential across a disc

Take \(V_p=V_0+ax/R\) on a disc of radius \(R\), with \(s=a/T_e>0\). Using \(\rho=r/R\),
\[
\left\langle e^{-sx/R}\right\rangle
=\frac1\pi\int_0^1\!\rho\,d\rho\int_0^{2\pi}\!e^{-s\rho\cos\theta}\,d\theta
=2\int_0^1\rho I_0(s\rho)\,d\rho .
\]
Here \(I_0\) and \(I_1\) are modified Bessel functions. Since \(d[zI_1(z)]/dz=zI_0(z)\), the integral is \(I_1(s)/s\). Hence
\[
V^*=V_0-T_e\ln\frac{2I_1(s)}{s},\qquad
\frac{x^*}{R}=-\frac1s\ln\frac{2I_1(s)}{s},
\tag{15}
\]
where \(x^*\) is the chord at which the polarity changes.

For a 200 mm wafer in argon, with its whole face treated as collecting area, take \(T_e=3\) eV in energy units, \(J_i=1\) mA/cm², \(V_0=20\) V and \(a=6\) V. Then \(s=2\), and the series
\[
I_1(2)=1+\frac12+\frac1{12}+\frac1{144}+\cdots=1.591
\]
gives
\[
V^*=20-3\ln1.591=18.61\ {\rm V},
\]
\[
V_w=18.61-4.679\times3=4.57\ {\rm V}.
\]
Because \(\langle x^2\rangle=R^2/4\), the variance of \(V_p\) is 9 V². Equation (9) gives \(20-9/6=18.5\) V, close to the full result even though \(a/T_e=2\). The symmetry of this profile helps, since it removes the third-order term; a skewed profile would generally have one.

The dividing chord is at \(x^*=100(18.61-20)/6=-23\) mm. With \(c=-x^*/R=0.232\), the circular segment on its low-potential side occupies
\[
\frac{\arccos c-c\sqrt{1-c^2}}{\pi}=0.354
\]
of the wafer. This 35% charges negative and the other 65% positive.

Equation (7) gives initial net currents of \(+0.91\), \(+0.37\) and \(-3.65\) mA/cm² at \(x=R\), 0 and \(-R\). The smaller negative area can balance the larger positive one because its current density is greater. Numerical integration of the positive part gives 118 mA flowing through the wafer from one region to the other.

Without leakage, gates at the two ends reach
\[
\Delta_+=26-18.61=7.39\ {\rm V},\qquad
\Delta_-=14-18.61=-4.61\ {\rm V}.
\]
For 5 nm of oxide with relative permittivity 3.9, \(C=3.9\epsilon_0/t_{\rm ox}\). With \(A=1000\), \(\tau=2.07\) µs. Equation (14) gives half-times of 3.1 µs at the positive end and 0.79 µs at the negative end. A process lasting seconds therefore reaches the steady state.

## Tunnelling through the oxide

A voltage of 7.39 V across 5 nm would mean a field near 15 MV/cm. Tunnelling limits it. Let \(F\) be the oxide field, \(\phi\) the barrier energy at the emitting Fermi level, and \(m_{\rm ox}\) the tunnelling mass. An electron at energy \(\varepsilon\) below that level, with energy counted for motion normal to the interface, meets the barrier \(\phi+\varepsilon-eFx\). Its WKB transmission is \(e^{-S}\), where
\[
S=\frac2\hbar\int_0^{(\phi+\varepsilon)/(eF)}
\sqrt{2m_{\rm ox}(\phi+\varepsilon-eFx)}\,dx
=\frac{4\sqrt{2m_{\rm ox}}}{3\hbar eF}(\phi+\varepsilon)^{3/2}.
\tag{16}
\]
To first order in \(\varepsilon\), \(S=S_0+\varepsilon/d\), with
\[
S_0=\frac{4\sqrt{2m_{\rm ox}}\,\phi^{3/2}}{3\hbar eF},\qquad
d=\frac{\hbar eF}{2\sqrt{2m_{\rm ox}\phi}} .
\]

For a cold free-electron emitter, the occupied transverse momenta fill a circle of area \(2\pi m\varepsilon\). With two spins and \(v_x\,dp_x=dE_x\), the current density is
\[
J_{\rm FN}=\frac{2e}{(2\pi\hbar)^3}\int_0^\infty2\pi m\varepsilon\,
e^{-S_0-\varepsilon/d}\,d\varepsilon
=\frac{em\,d^2}{2\pi^2\hbar^3}e^{-S_0}.
\]
The upper limit is taken as infinite, which requires an occupied band much deeper than \(d\), about 0.1 eV at the positive-end field found below. A metal satisfies this; for a silicon emitter the law is only a rough model. Inserting \(d\),
\[
J_{\rm FN}(F)=\frac{e^3mF^2}{16\pi^2\hbar m_{\rm ox}\phi}\,e^{-S_0}.
\tag{17}
\]
This Fowler–Nordheim law requires the triangular barrier to end inside the oxide, \(eFt_{\rm ox}>\phi\). In steady state the plasma current equals the leakage:
\[
AJ_i\left[1-e^{(V_g-\Delta)/T_e}\right]
={\rm sgn}(V_g)\,J_{\rm FN}(|V_g|/t_{\rm ox}).
\tag{18}
\]

With the rough values \(\phi=3.1\) eV and \(m_{\rm ox}=0.42m\), numerical solution of (18) gives 6.045 V at the positive end. The field is 12.1 MV/cm and the current density is
\[
1000\times10^{-3}\left[1-e^{(6.045-7.392)/3}\right]
=0.36\ {\rm A/cm^2}.
\]
At the negative end the voltage stays at \(-4.61\) V to the digits shown, because the field is lower and leakage is weak. Reducing \(A\) to 1 at the positive end, with the other inputs fixed, lowers the gate voltage to 4.67 V. The antenna ratio thus matters once the oxide conducts, although it does not enter the open-circuit voltage. These digits belong to (17) with the stated inputs. Keeping the full energy dependence of \(S\) and a 300 K electron supply moves 6.045 V to 6.03 V and 4.67 V to 4.65 V. Taking \(m_{\rm ox}=0.5m\) gives 6.50 V and 0.26 A/cm² at the positive end, and taking \(\phi=3.2\) eV gives 6.28 V and 0.31 A/cm².

If 0.36 A/cm² persisted for 10 s, it would inject 3.6 C/cm². A rough charge-to-breakdown of 10 C/cm² would be reached in about 28 s. This estimate ignores trapped charge and the change of current as the oxide wears. A field of 12 MV/cm is close to the breakdown range of thermal oxide, and the charge-to-breakdown depends on the stress current, so the time is an order of magnitude only. It also puts the whole gate voltage across the oxide. If band bending in the silicon took 0.5 V of it, the current would fall to about 0.27 A/cm² and the time would rise to about 38 s.

## Radio-frequency bias

Suppose the wafer potential is \(V_{\rm dc}+V_1\sin\omega t\), while \(V_p\) and \(J_i\) remain steady. The gate is assumed to follow the wafer's rf potential. Averaging (2) over a cycle introduces
\[
\frac1{2\pi}\int_0^{2\pi}e^{(V_1/T_e)\sin\vartheta}\,d\vartheta
=I_0(V_1/T_e).
\]
This factor multiplies the right side of (5), with \(V_w\) replaced by \(V_{\rm dc}\), so
\[
V_{\rm dc}=V^*-\Lambda T_e-T_e\ln I_0(V_1/T_e).
\tag{19}
\]
The same factor multiplies every local electron current and is compensated by the shift in \(V_{\rm dc}\). The cycle-averaged local current is still (7), provided electrons are repelled throughout the cycle. For \(V_1=50\) V, \(V_{\rm dc}=-38.5\) V. The smallest barrier, at \(x=-R\), is \(14-(-38.48+50)=2.5\) V, so the condition holds, though with little margin. A gate with a large antenna does not follow the wafer exactly, because the sheath capacitance over the antenna divides the rf voltage with the oxide. For \(A=1000\) and a constant sheath capacitance corresponding to a width of 0.6 to 0.15 mm, this raises the mean open-circuit gate voltage by 0.1 to 0.4 V and moves the polarity boundary of such gates a few millimetres towards \(-R\).

## Comparison with a real etcher

The inputs are rough values for a magnetically enhanced argon etcher; the potential tilt is a round choice and depends on the magnetic field and pressure. Several assumptions affect the result by volts.

- **Electron temperature.** Let \(T_e\) rise linearly by 10% towards \(+R\) and fall by 10% towards \(-R\), with \(J_i\) and \(\Lambda\) fixed. Solving the wafer balance numerically changes the open-circuit gate voltages from 7.39 and \(-4.61\) V to 5.56 and \(-3.64\) V. The hotter side has a larger sheath drop \(\Lambda T_e\), which offsets part of its higher \(V_p\).

- **Electron supply.** Equation (2) assumes that the plasma freely replaces the electrons collected by the wafer. Near \(-R\) the conducting surface draws 4.65 mA/cm² of them. A magnetic field parallel to the wafer slows their replacement. With the Bohm diffusion coefficient \(T_e/(16B)\), a field \(B=5\) mT and a density-gradient length of 10 mm, the supply is only about 1.4 mA/cm². The calculated negative current may then be too large. If the local electron current were simply capped at this supply, the dividing chord would move from \(-23\) mm to about \(+11\) mm, and the wafer centre would charge negative instead of positive. In this capped model the example's polarity map is recovered once the supply reaches the 4.65 mA/cm² drawn near \(-R\), about 3.3 times the estimate. The reversal at the centre is sensitive to this rough estimate: it disappears for a cap above about 1.6 mA/cm², and at 3 mA/cm² the chord is already at \(-21\) mm.

- **Electron shading.** At the centre of a long trench's floor, ions arrive vertically but the walls block oblique electrons. For depth-to-width ratio \(\alpha\) and no electric field inside the trench, the open half-angle satisfies \(\tan\theta=1/(2\alpha)\). The transmitted electron fraction is
\[
\eta=\frac12\int_{-\theta}^{\theta}\cos\varphi\,d\varphi
=\sin\theta=\frac1{\sqrt{1+4\alpha^2}} .
\tag{20}
\]
For an estimate, hold the walls at the floor's potential \(V_g\), so that the trench stays free of field. Current balance at the floor then requires \(\eta e^{(V_g-\Delta)/T_e}=1\), or \(V_g=\Delta-T_e\ln\eta\). This is not a full steady state: the walls collect electrons but no vertical ions, so insulating walls would charge negative and change \(\eta\). If a conductor joined the walls to the floor, together they would collect all the entering electrons and the shift would vanish. For \(\alpha=1\), with \(V_w\) fixed, \(\eta=0.447\) and the shift is \(+2.4\) V. Local polarity then changes at \(V_p=V^*+T_e\ln\eta\), so shading can reverse the sign near the original boundary.

- **Wafer resistance.** The 118 mA must cross the silicon. A rough drop is this current times resistivity divided by thickness. For a 725 µm wafer it is 0.016 V at 0.01 Ω cm, but 16 V at 10 Ω cm. The latter is comparable with the 12 V edge-to-edge difference driving the current. It is not a predicted drop, because the resistance also reduces the current. Solving the current balance over the disc with this sheet resistance included gives a drop of about 6 V and roughly halves the open-circuit gate voltages at the two ends. The equipotential assumption thus fails for such a substrate unless another conducting path joins the regions.

The polarity rule therefore applies directly to open, unshaded gates on a well-connected, low-resistivity wafer, under uniform ion flux and electron temperature and with a free supply of electrons. Elsewhere, the local ion flux, electron supply and transmission, electron temperature and wafer potential must be restored to the current balance before the sign is assigned.
